\section*{Coupling-Constant Scaling of Exc and the Adiabatic-Connection Integrand}

\section{Why a full-strength energy is not enough}

An approximate density functional returns one exchange-correlation energy $E_{xc}[n]$, for electrons that repel each other at full strength. The adiabatic connection needs more: the integrand $W_\lambda[n]$ at each strength $\lambda$ between 0 and 1, with the density held fixed. Without a rule for finding it, one cannot say whether an error in $E_{xc}$ comes from weak or from strong coupling.

Multiplying the interaction by $\lambda$ suggests multiplying $E_{xc}$ by $\lambda$. The derivative would then be the constant $E_{xc}$. In the example below, the local density approximation (LDA) would give $-0.527$ hartree at every coupling. Its integrand should instead start at the LDA exchange energy, $-0.441$ hartree. The guess fails because the wavefunction changes with $\lambda$. The correct rule is
\begin{equation}
E_{xc}^{\lambda}[n]=\lambda^2E_{xc}[n_{1/\lambda}],\qquad
n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r).
\label{eq:main}
\end{equation}
The right side uses the full-strength functional alone, so it can be evaluated for an approximation that has no wavefunction behind it.

\section{Definitions}

Hartree atomic units are used, and $\lambda>0$. Let $\hat T$ be the kinetic energy of $N$ electrons and $\hat V_{ee}=\sum_{i<j}1/|\mathbf r_i-\mathbf r_j|$. Define
\begin{equation}
F^\lambda[n]=\min_{\Psi\to n}\langle\Psi|\hat T+\lambda\hat V_{ee}|\Psi\rangle ,
\end{equation}
where $\Psi$ runs over normalized antisymmetric wavefunctions with density $n$, and $\Psi^\lambda$ is a minimizer. Let $T_s[n]$ be the minimum of $\langle\hat T\rangle$ over Slater determinants with density $n$, attained by $\Phi$. The Hartree energy is
\begin{equation}
U[n]=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\end{equation}
The exchange-correlation energy at coupling $\lambda$ is what remains:
\begin{equation}
E_{xc}^\lambda[n]=F^\lambda[n]-T_s[n]-\lambda U[n],\qquad E_{xc}=E_{xc}^1.
\label{eq:def}
\end{equation}
It contains the factor $\lambda$ of the interaction and the kinetic part of correlation. Equation \eqref{eq:main} belongs to this convention.

\section{Proof of the scaling relation}

For $\gamma>0$ define
\begin{equation}
\Psi_\gamma(\mathbf r_1,\ldots,\mathbf r_N)=\gamma^{3N/2}\Psi(\gamma\mathbf r_1,\ldots,\gamma\mathbf r_N),
\end{equation}
with spins unchanged. Substituting $\mathbf x_i=\gamma\mathbf r_i$ in the norm gives a Jacobian $\gamma^{-3N}$, which cancels the squared prefactor, so the norm is preserved. In the density only $N-1$ positions are integrated. The result is $\gamma^{3N}\gamma^{-3(N-1)}n(\gamma\mathbf r)=\gamma^3n(\gamma\mathbf r)$, which is $n_\gamma$.

Each gradient of $\Psi(\gamma\mathbf r_1,\ldots)$ produces a factor $\gamma$, and the kinetic energy contains two gradients. For the repulsion, $1/|\mathbf r_i-\mathbf r_j|=\gamma/|\mathbf x_i-\mathbf x_j|$. Therefore
\begin{equation}
\langle\hat T\rangle_{\Psi_\gamma}=\gamma^2\langle\hat T\rangle_\Psi,\qquad
\langle\hat V_{ee}\rangle_{\Psi_\gamma}=\gamma\langle\hat V_{ee}\rangle_\Psi .
\label{eq:tv}
\end{equation}
Now set $\gamma=1/\lambda$:
\begin{align}
\lambda^2\langle\hat T+\hat V_{ee}\rangle_{\Psi_{1/\lambda}}
&=\lambda^2\left(\lambda^{-2}\langle\hat T\rangle_\Psi+\lambda^{-1}\langle\hat V_{ee}\rangle_\Psi\right)\nonumber\\
&=\langle\hat T+\lambda\hat V_{ee}\rangle_\Psi .
\label{eq:match}
\end{align}
Scaling can be undone by scaling with $1/\gamma$. It therefore pairs every $\Psi$ of density $n$ with one wavefunction of density $n_{1/\lambda}$, and none is left over. Minimizing both sides of \eqref{eq:match} gives
\begin{equation}
F^\lambda[n]=\lambda^2F[n_{1/\lambda}],\qquad F=F^1.
\end{equation}
Scaling also turns Slater determinants into Slater determinants, so $T_s[n_\gamma]=\gamma^2T_s[n]$. The change of variables used for the repulsion gives $U[n_\gamma]=\gamma U[n]$. With $\gamma=1/\lambda$ these become
\begin{equation}
T_s[n]=\lambda^2T_s[n_{1/\lambda}],\qquad
\lambda U[n]=\lambda^2U[n_{1/\lambda}].
\end{equation}
Inserting the three relations in \eqref{eq:def},
\begin{equation}
E_{xc}^\lambda[n]=\lambda^2\left(F-T_s-U\right)[n_{1/\lambda}]
=\lambda^2E_{xc}[n_{1/\lambda}],
\end{equation}
which proves \eqref{eq:main}.

For $\lambda<1$ the density $n_{1/\lambda}$ is compressed. Compression raises the kinetic energy as $\gamma^2$ but the repulsion only as $\gamma$, so the repulsion becomes relatively weak. A compressed system at full coupling is thus a weakly coupled system seen on another length scale.

The proof uses the $1/r$ form of the interaction. A pair interaction $v(r)$ with a built-in length $a$ does not satisfy $v(r/\gamma)=\gamma v(r)$, and \eqref{eq:main} then fails as written. For $v(r)=f(r/a)/r$, such as a Yukawa or soft-Coulomb form, it is restored by using the length $\lambda a$ on the right side. An interaction with an independent height, such as a Gaussian, needs that height divided by $\lambda$ as well.

\section{The integrand for the exact functional}

Let $V_\lambda=\langle\Psi^\lambda|\hat V_{ee}|\Psi^\lambda\rangle$. Since $\Psi^\lambda$ has density $n$, it is a valid trial function at another coupling $\mu$:
\begin{equation}
F^\mu[n]\le\langle\Psi^\lambda|\hat T+\mu\hat V_{ee}|\Psi^\lambda\rangle
=F^\lambda[n]+(\mu-\lambda)V_\lambda .
\label{eq:trial}
\end{equation}
For $\mu>\lambda$, division by $\mu-\lambda$ shows that the difference quotient of $F$ is at most $V_\lambda$. For $\mu<\lambda$ the division reverses the inequality, and the quotient is at least $V_\lambda$. If $F^\lambda[n]$ is differentiable at $\lambda$, both quotients have the same limit, so $dF^\lambda/d\lambda=V_\lambda$. In \eqref{eq:def} $T_s[n]$ does not depend on $\lambda$, and $\lambda U[n]$ contributes $U[n]$. Hence
\begin{equation}
W_\lambda[n]\equiv V_\lambda-U[n]
=\frac{d}{d\lambda}\left\{\lambda^2E_{xc}[n_{1/\lambda}]\right\}.
\label{eq:W}
\end{equation}

Exchanging $\lambda$ and $\mu$ in \eqref{eq:trial} and adding the two inequalities gives $0\le(\mu-\lambda)(V_\lambda-V_\mu)$. The exact $W_\lambda$ therefore cannot rise with $\lambda$: stronger repulsion lets the electrons avoid each other at least as well.

For the lower end, assume that $\Phi$ also minimizes $\langle\hat T\rangle$ over all wavefunctions of density $n$. Then
\begin{equation}
T_s[n]\le F^\lambda[n]\le T_s[n]+\lambda\langle\Phi|\hat V_{ee}|\Phi\rangle ,
\end{equation}
so $E_{xc}^\lambda\to0$ as $\lambda\to0$. Integrating \eqref{eq:W} yields
\begin{equation}
E_{xc}[n]=\int_0^1W_\lambda[n]\,d\lambda .
\label{eq:area}
\end{equation}
If $V_\lambda$ also tends to its value in $\Phi$, then $W_0=\langle\Phi|\hat V_{ee}|\Phi\rangle-U=E_x$, the exchange energy. At the upper end, \eqref{eq:def} reads
\begin{equation}
E_{xc}=T_c+W_1,\qquad T_c=\langle\Psi^1|\hat T|\Psi^1\rangle-T_s .
\label{eq:tc}
\end{equation}

\section{The derivative for a general functional}

For an approximation, the right side of \eqref{eq:W} is the definition of $W_\lambda$. With $\gamma=1/\lambda$ we have $d\gamma/d\lambda=-1/\lambda^2$, so
\begin{equation}
W_\lambda=2\lambda E_{xc}[n_\gamma]-\frac{dE_{xc}[n_\gamma]}{d\gamma}.
\label{eq:chain}
\end{equation}
Differentiating the scaled density,
\begin{align}
\frac{\partial n_\gamma}{\partial\gamma}
&=3\gamma^2n(\gamma\mathbf r)+\gamma^3\mathbf r\cdot(\nabla n)(\gamma\mathbf r)\nonumber\\
&=\frac1\gamma\left(3n_\gamma+\mathbf r\cdot\nabla n_\gamma\right)
=\frac1\gamma\nabla\cdot(\mathbf r\,n_\gamma).
\end{align}
The second line uses $\nabla n_\gamma=\gamma^4(\nabla n)(\gamma\mathbf r)$. If the potential $v_{xc}=\delta E_{xc}/\delta n$ exists and the surface term vanishes, integration by parts gives
\begin{equation}
\frac{dE_{xc}[n_\gamma]}{d\gamma}
=-\frac1\gamma\int n_\gamma\,\mathbf r\cdot\nabla v_{xc}[n_\gamma]\,d^3r .
\end{equation}
Since $1/\gamma=\lambda$, equation \eqref{eq:chain} becomes
\begin{equation}
W_\lambda=\lambda\left\{2E_{xc}[n_\gamma]
+\int n_\gamma\,\mathbf r\cdot\nabla v_{xc}[n_\gamma]\,d^3r\right\}.
\label{eq:virial}
\end{equation}

\section{A working formula for semilocal functionals}

Consider a spin-unpolarized functional
\begin{equation}
E_{xc}[n]=\int e(n,\sigma,\tau)\,d^3r,\quad
\sigma=|\nabla n|^2,\quad \tau=\frac12\sum_i|\nabla\varphi_i|^2 ,
\end{equation}
where $\varphi_i$ are the occupied orbitals of $\Phi$, counted once per electron. Evaluate it for $n_{1/\lambda}$ at the point $\mathbf r'=\lambda\mathbf r$. The density there is $n(\mathbf r)/\lambda^3$. A gradient adds a factor $1/\lambda$, so $\nabla n$ becomes $\nabla n/\lambda^4$ and $\sigma$ becomes $\sigma/\lambda^8$. An orbital carries $\lambda^{-3/2}$ and its gradient $\lambda^{-5/2}$, so $\tau$ becomes $\tau/\lambda^5$. Denote these scaled arguments by
\begin{equation}
\bar n=n/\lambda^3,\qquad\bar\sigma=\sigma/\lambda^8,\qquad\bar\tau=\tau/\lambda^5 .
\end{equation}
The volume element is $d^3r'=\lambda^3d^3r$. Together with the prefactor $\lambda^2$,
\begin{equation}
E_{xc}^\lambda[n]=\lambda^5\int e(\bar n,\bar\sigma,\bar\tau)\,d^3r .
\end{equation}
At fixed $\mathbf r$, $d\bar n/d\lambda=-3\bar n/\lambda$, $d\bar\sigma/d\lambda=-8\bar\sigma/\lambda$ and $d\bar\tau/d\lambda=-5\bar\tau/\lambda$. The product and chain rules give
\begin{equation}
W_\lambda=\lambda^4\int\left[5e-3\bar n\,e_n-8\bar\sigma\,e_\sigma-5\bar\tau\,e_\tau\right]d^3r ,
\label{eq:semi}
\end{equation}
where subscripts denote partial derivatives, and $e$ and its derivatives are taken at the barred arguments. No second derivative of $e$ is needed.

For LDA correlation, $e=n\epsilon_c(r_s)$ with $r_s=(3/4\pi n)^{1/3}$. Dividing $n$ by $\lambda^3$ multiplies $r_s$ by $\lambda$, so
\begin{align}
E_c^\lambda&=\lambda^2\int n\,\epsilon_c(\lambda r_s)\,d^3r,\label{eq:ldaE}\\
W_{c,\lambda}&=\int n\left[2\lambda\epsilon_c(\lambda r_s)
+\lambda^2r_s\,\epsilon_c'(\lambda r_s)\right]d^3r .
\end{align}

Exact exchange obeys $E_x[n_\gamma]=\gamma E_x[n]$, because $\langle\hat V_{ee}\rangle$ in the scaled determinant and $U$ are both linear in $\gamma$. Then $\lambda^2E_x[n_{1/\lambda}]=\lambda E_x[n]$, and exchange adds the constant $E_x[n]$ to $W_\lambda$. LDA exchange, with $e\propto n^{4/3}$, scales the same way. A hybrid with a fixed fraction $a$ of exact exchange receives $aE_x$ from that part.

The area rule \eqref{eq:area} holds for an approximation only if its $E_{xc}^\lambda$ vanishes as $\lambda\to0$. A term $C\int n^{5/3}d^3r$ scales as $\gamma^2$, so $\lambda^2E[n_{1/\lambda}]$ is independent of $\lambda$. It contributes nothing to $W_\lambda$, although its energy is not zero.

\section{The start of the correlation curve}

At high density the unpolarized electron gas has $\epsilon_c\simeq\kappa\ln r_s+B$, with $\kappa=(1-\ln2)/\pi^2$. Put this in \eqref{eq:ldaE} and define $K=\int n(\kappa\ln r_s+B)\,d^3r$. To leading order,
\begin{align}
E_c^\lambda&\simeq\lambda^2(N\kappa\ln\lambda+K),\\
\frac{W_{c,\lambda}}{\lambda}&\simeq2N\kappa\ln\lambda+2K+N\kappa .
\label{eq:log}
\end{align}
Thus $W_{c,\lambda}$ goes to zero, but its slope at $\lambda=0$ is $-\infty$ in LDA.

The Perdew--Burke--Ernzerhof functional (PBE) adds to $\epsilon_c$ the term
\begin{equation}
H=\kappa\ln\left[1+\frac{\beta}{\kappa}t^2
\frac{1+At^2}{1+At^2+A^2t^4}\right],\quad
A=\frac{\beta/\kappa}{e^{-\epsilon_c/\kappa}-1},
\end{equation}
where $\beta$ is a constant and $t\propto|\nabla n|/n^{7/6}$. Under the scaling, $t$ is multiplied by $\lambda^{-4+7/2}=\lambda^{-1/2}$, so $t^2$ grows as $1/\lambda$. Since $e^{-\epsilon_c/\kappa}$ also grows as $1/\lambda$, $A$ falls as $\lambda$ and $At^2$ stays finite. The bracket therefore grows as $1/\lambda$, and $H\simeq-\kappa\ln\lambda$ plus a finite term. This cancels the logarithm of $\epsilon_c$ wherever $t\ne0$. A uniform density has $t=0$ and $H=0$, and keeps the logarithm.

\section{Two electrons in a harmonic trap}

Take two electrons in a singlet state in the potential $\frac12\omega^2r^2$ with $\omega=0.5$ hartree. The ground state minimizes $\langle\hat T+\hat V_{ee}\rangle$ among wavefunctions of its own density, because they all share the same trap energy. It therefore supplies $F[n]$ directly.

The noninteracting reference is one doubly occupied orbital $\sqrt{n/2}$, with $T_s=\frac12\int|\nabla\sqrt n|^2d^3r$. It is minimal: the Cauchy--Schwarz inequality gives $|\nabla n|^2\le8n\tau$ for any determinant, and this orbital gives equality. Its repulsion energy is $\iint(n/2)(n'/2)/|\mathbf r-\mathbf r'|=U/2$, so $E_x=U/2-U=-U/2$.

The numerical solution gives, in hartree,
\begin{align}
T_c&=0.664418-0.635246=0.029172,\nonumber\\
W_1&=0.447443-1.030250=-0.582807,\nonumber\\
E_{xc}&=0.029172-0.582807=-0.553635,\nonumber\\
W_0&=-\tfrac12(1.030250)=-0.515125 .
\end{align}
The first line is $\langle\hat T\rangle-T_s$, the second $\langle\hat V_{ee}\rangle-U$, and the third follows from \eqref{eq:tc}. The main result is $E_{xc}=-15.065$ eV. The correlation energy is $E_{xc}-E_x=-0.038510$ hartree.

On this density, \eqref{eq:semi} gives the following values in hartree. LDA correlation is the Perdew--Wang 1992 parametrization; the Vosko--Wilk--Nusair fit shifts the LDA entries by up to $0.0004$ hartree, and the Perdew--Zunger fit by up to $0.0014$. The $\lambda=0$ entries are the limits $\lambda\to0$, equal to the exchange energies, and the last row is the full-strength energy. The trap column is the numerically solved model. Dashes mark values not computed: they would require a new external potential at each $\lambda$ to hold the density fixed.
\begin{center}
\begin{tabular}{lccc}
$\lambda$ & LDA & PBE & trap\\
0 & $-0.4410$ & $-0.4931$ & $-0.5151$\\
0.25 & $-0.5028$ & $-0.5255$ & --\\
0.50 & $-0.5339$ & $-0.5480$ & --\\
0.75 & $-0.5564$ & $-0.5656$ & --\\
1 & $-0.5740$ & $-0.5800$ & $-0.5828$\\
$E_{xc}$ & $-0.5272$ & $-0.5445$ & $-0.5536$
\end{tabular}
\end{center}
Simpson's rule on the five PBE values confirms the area:
\begin{align}
\frac{0.25}{3}\big[&-0.4931-4(0.5255)-2(0.5480)\nonumber\\
&-4(0.5656)-0.5800\big]=-0.5445 .
\end{align}

Relative to the trap solution, LDA is too high by $0.074$ hartree at $\lambda=0$, but by only $0.009$ at $\lambda=1$. For PBE the errors are $0.022$ and $0.003$. Both approximations are thus much better at full coupling than at the exchange end for this density. Their curves also fall too far, by $0.133$ for LDA and $0.087$ for PBE, against $0.068$ for the trap.

The total LDA error combines an exchange error of $+0.074$ and a correlation error of $-0.048$, leaving $+0.026$ hartree, about 5\% of $|E_{xc}|$. For PBE the parts are $+0.022$ and $-0.013$, leaving $+0.009$ hartree, about 2\%. The same cancellation acts in the integrand at $\lambda=1$. There the exchange errors are unchanged, while the correlation part is too low by $0.065$ hartree in LDA and $0.019$ in PBE, as the excess fall of the curves shows. The near agreement at $\lambda=1$ therefore does not mean that exchange and correlation are separately accurate.

The curves also yield each functional's own kinetic correlation energy, $T_c=E_{xc}-W_1$. It is $0.047$ hartree in LDA and $0.036$ in PBE, compared with $0.029$ for the trap.

\section{Numerical checks}

The scaling theorem was tested with two separate solutions on one unscaled grid. In the Hamiltonian with coupling $\lambda$ and trap frequency $\omega$, substitute $\mathbf r=\mathbf x/\lambda$, the change of variables that turns $n$ into $n_{1/\lambda}$; then $\nabla_{\mathbf r}=\lambda\nabla_{\mathbf x}$, $1/r_{12}=\lambda/x_{12}$ and $r^2=x^2/\lambda^2$. The kinetic term acquires $\lambda^2$, the repulsion $\lambda\cdot\lambda=\lambda^2$, and the trap $\omega^2/\lambda^2$. Dividing by $\lambda^2$ leaves full coupling and a trap of frequency $\omega/\lambda^2$.

For $\lambda=0.5$ the second trap has frequency $2$ hartree, and both sides of \eqref{eq:main} equal $-0.279824$ hartree. The integrand from $\langle\hat V_{ee}\rangle-U$ and from \eqref{eq:virial} is $-0.578580$ hartree in both cases. In the second route $v_{xc}$ was found by inverting the density. These values belong to the ground-state density at $\lambda=0.5$, so they are not a point on the trap curve above.

Formula \eqref{eq:semi} was tested on a neon density from a small-basis Hartree--Fock calculation, by finite differences of energies of truly scaled orbitals. At $\lambda=0.7$ the two routes agree within $10^{-4}$ hartree for LDA, PBE and TPSS; the last of these tests the $\tau$ term.

For the trap density, \eqref{eq:log} predicts that $W_{c,\lambda}/\lambda$ in LDA falls by $4\kappa\ln10=0.2864$ hartree per decade of $\lambda$. Between $10^{-3}$ and $10^{-4}$ the computed fall is $0.2858$. The PBE ratio changes only from $-0.1718$ to $-0.1721$ hartree, as expected for a finite slope.

\section*{Calculated quantities}
\begin{verbatim}
All energies in hartree unless another unit is given
Trap frequency omega = 0.500 hartree; electrons = 2
Exact scaling test: Exc^lam[n] | lam^2 Exc[n_(1/lam)]
 lam=0.5: -0.279824 | -0.279824
   <Vee>-U = -0.578580; derivative formula = -0.578580
   trap of scaled system = 2.000000 hartree
 lam=1.5: -0.820552 | -0.820552
   <Vee>-U = -0.581284; derivative formula = -0.581284
   trap of scaled system = 0.222222 hartree
Worked example, numerically solved trap at lam=1
 total energy = 2.000000
 T = 0.664418; Ts = 0.635246; Tc = 0.029172
 <Vee> = 0.447443; U = 1.030250
 W_0 = Ex = -0.515125; W_1 = -0.582807
 Exc = -0.553635 (-15.0652 eV)
 Ec = -0.038510
Same density: W_lam at lam = 0, 0.25, 0.50, 0.75, 1
 LDA: -0.440992 -0.502775 -0.533937 -0.556397 -0.574002
   Ex = -0.440992; Ec = -0.086188; Exc = -0.527180
   area under W = -0.527180; Exc = -14.3453 eV
 PBE: -0.493132 -0.525460 -0.547986 -0.565608 -0.580043
   Ex = -0.493132; Ec = -0.051367; Exc = -0.544499
   area under W = -0.544499; Exc = -14.8166 eV
Weak coupling: W_c/lam at lam = 0.001 and 0.0001
 LDA: -0.88534 -1.17109
 PBE: -0.17180 -0.17213
 LDA drop per decade = 0.28575; log law = 0.28636
Neon, HF/def2-SVP density, lam = 0.7, step = 0.02
 W_lam: closed formula | finite difference
 LDA: -12.01957 | -12.01953
 PBE: -12.55268 | -12.55267
 TPSS: -12.66915 | -12.66914
 exact exchange: Ex[n] = -12.105472; Ex[n_(1/lam)] = -17.293532
\end{verbatim}
